# Does the largest mode amplitude identify the primary instability?: a numerical check

```python
"""
Result under test: a stable secondary mode S, driven by the square of an
unstable primary mode Q, can end up with the larger amplitude.
  E(Q,S) = -a/2 Q^2 + b/4 Q^4 + k/2 S^2 - g Q^2 S     (eV per 12-atom cell)
  B = b - 2 g^2/k > 0,  Q^2 = a/B,  S = g Q^2/k,  S > Q when a > B k^2/g^2
Q: polar shift along c of tetragonal hafnia, S: change of its antiparallel
oxygen shift. Amplitudes in angstrom, for patterns of unit norm in the cell.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import minimize

# ---------- inputs: round model parameters and rough hafnia values ----------
a, b, k, g = 2.0, 80.0, 2.0, 8.0
cell = np.array([5.1, 5.1, 5.2])           # angstrom
oxygen_shift = 0.26                        # angstrom, in the parent
charge_hf, charge_o = 5.2, -2.6            # effective charges, units of e
mass_hf, mass_o = 178.49, 15.999           # atomic mass units
film_nm, layer_nm, eps_film, eps_layer = 10.0, 0.5, 30.0, 30.0
stiffness_gpa, strain_percent = 400.0, 0.5
temperature = 300.0
volume = cell.prod()
s0 = np.sqrt(8) * oxygen_shift             # parent antiparallel amplitude

# ---------- atomic patterns and symmetry of the tetragonal parent ----------
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
lmn = np.array(list(itertools.product([0, 1], repeat=3)))
frac = np.vstack([fcc, 0.25 + 0.5 * lmn])
charges = np.array([charge_hf] * 4 + [charge_o] * 8)
masses = np.array([mass_hf] * 4 + [mass_o] * 8)
pattern_q = np.zeros((12, 3))
pattern_q[:4, 2], pattern_q[4:, 2] = -2, 1
pattern_q /= np.linalg.norm(pattern_q)
pattern_s = np.zeros((12, 3))
pattern_s[4:, 2] = (-1.0) ** (lmn[:, 0] + lmn[:, 1])
pattern_s /= np.linalg.norm(pattern_s)
assert abs(np.sum(pattern_q * pattern_s)) < 1e-12

operations = []
for perm in itertools.permutations(range(3)):
    if perm[2] != 2:
        continue                           # the c axis is distinct
    for signs in itertools.product([1, -1], repeat=3):
        rot = np.zeros((3, 3))
        for row in range(3):
            rot[row, perm[row]] = signs[row]
        for shift in fcc:
            moved = frac @ rot.T + shift
            rep = np.zeros((36, 36))
            for i in range(12):
                diff = moved[i] - frac
                diff -= np.round(diff)
                j = int(np.argmin(np.linalg.norm(diff, axis=1)))
                assert np.linalg.norm(diff[j]) < 1e-9
                rep[3*j:3*j+3, 3*i:3*i+3] = rot
            # keep only operations that preserve the parent's oxygen shifts
            if np.allclose(rep @ pattern_s.ravel(), pattern_s.ravel()):
                operations.append(rep)
q_vec = pattern_q.ravel()
q_signs = np.array([q_vec @ rep @ q_vec for rep in operations])
for sign, rep in zip(q_signs, operations):
    assert np.allclose(rep @ q_vec, sign * q_vec) and abs(abs(sign) - 1) < 1e-9
assert q_signs.min() < 0 < q_signs.max()
n_symmetric = np.trace(sum(operations)) / len(operations)
n_polar = sum(x * np.trace(r) for x, r in zip(q_signs, operations)) / len(operations)
assert abs(n_symmetric - 1) < 1e-9         # S is the only symmetric mode
assert abs(n_polar - 2) < 1e-9             # rigid shift and Q

# A generic short-range Hf-O energy: is the allowed cubic coupling non-zero?
images = np.array(list(itertools.product(range(-2, 3), repeat=3))) * cell


def pair_energy(q, s):
    pos = frac * cell + q * pattern_q + (s0 + s) * pattern_s
    vec = pos[4:, None, None, :] - pos[None, :4, None, :] + images
    return np.exp(-np.linalg.norm(vec, axis=-1) / 0.35).sum()


def pair_curvature(s, h=0.02):
    return (pair_energy(h, s) - 2 * pair_energy(0, s) + pair_energy(-h, s)) / h**2


assert abs(pair_energy(.2, .1) / pair_energy(-.2, .1) - 1) < 1e-9
pair_slope = (pair_curvature(.05) - pair_curvature(-.05)) / 0.1
assert abs(pair_slope) > 0.01 * abs(pair_curvature(0))


# ---------- the two-mode model ----------
def energy(x, a_=a, k_=k):
    q, s = x[0], x[1]
    return -a_/2*q**2 + b/4*q**4 + k_/2*s**2 - g*q**2*s


def relax(func, start):
    res = minimize(func, start, method="Nelder-Mead",
                   options=dict(xatol=1e-9, fatol=1e-15, maxiter=8000, maxfev=16000))
    return np.abs(res.x), res.fun


def hessian(func, x, h=1e-3):
    x, eye = np.array(x, float), np.eye(2) * h
    return np.array([[(func(x+u+v) - func(x+u-v) - func(x-u+v) + func(x-u-v))
                      / (4*h*h) for v in eye] for u in eye])


B = b - 2*g*g/k
(q_min, s_min), e_min = relax(energy, [0.3, 0.3])
assert abs(q_min - np.sqrt(a/B)) < 1e-5 and abs(s_min - g*a/(k*B)) < 1e-5
assert abs(e_min + a*a/(4*B)) < 1e-8 and s_min > q_min

parent_hessian = hessian(energy, [0, 0])
assert np.allclose(parent_hessian, np.diag([-a, k]), atol=1e-3)
rng = np.random.default_rng(1)
for _ in range(20):                        # sign count survives new coordinates
    jac = rng.normal(size=(2, 2)) + 3*np.eye(2)
    assert np.sum(np.linalg.eigvalsh(jac.T @ parent_hessian @ jac) < 0) == 1
final_values, final_vectors = np.linalg.eigh(hessian(energy, [q_min, s_min]))
assert final_values[0] > 0
soft_s_weight = final_vectors[1, 0]**2

# Freeze one mode at a time
q_alone, e_alone = relax(lambda x: energy([x[0], 0]), [0.2])
s_alone, _ = relax(lambda x: energy([0, x[0]]), [0.2])
assert abs(q_alone[0] - np.sqrt(a/b)) < 1e-5 and s_alone[0] < 1e-5

# Distance from onset
scan = []
for a_try in (0.25, 1.0, 2.0, 4.0):
    (q_try, s_try), _ = relax(lambda x: energy(x, a_=a_try), [0.2, 0.1])
    scan.append((a_try, q_try, s_try))
span = np.log(scan[-1][0] / scan[0][0])
power_q = np.log(scan[-1][1] / scan[0][1]) / span
power_s = np.log(scan[-1][2] / scan[0][2]) / span
assert abs(power_q - 0.5) < 1e-3 and abs(power_s - 1) < 1e-3
a_cross = B*k*k/g**2
(q_c, s_c), _ = relax(lambda x: energy(x, a_=a_cross), [0.2, 0.1])
assert abs(s_c/q_c - 1) < 1e-4


# Overdamped relaxation, equal mobilities: which mode leads?
def velocity(_, x):
    q, s = x
    return [a*q - b*q**3 + 2*g*q*s, g*q*q - k*s]


def reach(_, x):
    return x[0] - 0.005


reach.terminal = True
path = solve_ivp(velocity, [0, 20], [1e-5, 0], events=reach, rtol=1e-9, atol=1e-15)
q_early, s_early = path.y_events[0][0]
growth_ratio = s_early / q_early**2
assert abs(growth_ratio / (g/(k + 2*a)) - 1) < 0.01

# ---------- amplitude conventions and polarization ----------
dipole_per_q = abs(charges @ pattern_q[:, 2])          # e
assert abs(charges @ pattern_s[:, 2]) < 1e-12
to_uc_cm2 = const.e * 1e20 * 100                       # from e/angstrom^2
polarization = dipole_per_q * q_min / volume * to_uc_cm2


def mass_norm(pattern):
    z = pattern[:, 2] - masses @ pattern[:, 2] / masses.sum()
    return np.sqrt(masses @ z**2)


mass_q, mass_s = q_min*mass_norm(pattern_q), s_min*mass_norm(pattern_s)
relative_shift = q_min * abs(pattern_q[4, 2] - pattern_q[0, 2])
ev_a2 = const.e * 1e20                                  # eV/A^2 in N/m


def wavenumber(curvature, mass):
    return np.sqrt(curvature*ev_a2/(mass*const.atomic_mass))/(2*np.pi*const.c*100)


nu_s = wavenumber(k, mass_o)
k_rough = k * (250/nu_s)**2                             # secondary at 250 cm^-1
(q_stiff, s_stiff), _ = relax(lambda x: energy(x, k_=k_rough), [0.2, 0.1])


# ---------- neglected effects ----------
def extended(x):
    """Double well in T = s0 + S, with a Q^2 T^2 coupling."""
    q, w = x[0], (s0 + x[1])**2 - s0**2
    return k/(8*s0**2)*w*w - g/(2*s0)*q*q*w - a/2*q*q + b/4*q**4


assert np.allclose(hessian(extended, [0, 0]), np.diag([-a, k]), atol=2e-3)
(q_ext, s_ext), _ = relax(extended, [0.3, 0.3])
assert abs(q_ext - q_min) < 1e-5
assert abs(s_ext - (np.sqrt(s0**2 + 2*s0*s_min) - s0)) < 1e-5
cubic_hessian = hessian(extended, [0, -s0])
assert cubic_hessian[0, 0] > 0 > cubic_hessian[1, 1]

elastic = stiffness_gpa*1e9*volume*1e-30/const.e * 1e-4  # eV per percent^2
strain_coupling = elastic*strain_percent/q_min**2
coulomb = const.e/const.epsilon_0*1e10                   # e^2/eps0, eV angstrom
depol = (dipole_per_q**2*coulomb/volume
         * layer_nm/(eps_layer*film_nm + eps_film*layer_nm))
depol_field = (polarization*0.01*layer_nm
               / (const.epsilon_0*(eps_layer*film_nm + eps_film*layer_nm))) / 1e8


def strain_part(x):
    return elastic/2*x[2]**2 - strain_coupling*x[2]*x[0]**2


(q_str, s_str, e_str), _ = relax(lambda x: energy(x) + strain_part(x), [.3, .3, .4])
(q_dep, s_dep), _ = relax(lambda x: energy(x) + depol/2*x[0]**2, [.3, .3])
(q_all, s_all, e_all), _ = relax(
    lambda x: extended(x) + strain_part(x) + depol/2*x[0]**2, [.3, .3, .4])
assert s_all > q_all
field = 1e8 * 1e-10                                     # 1 MV/cm in V/angstrom
(q_fld, s_fld), _ = relax(lambda x: energy(x) - field*dipole_per_q*x[0], [.3, .3])

kt = const.k*temperature/const.e
grid_q, grid_s = np.meshgrid(np.linspace(-1, 1, 401), np.linspace(-1, 4, 2001))
grid_e = energy([grid_q, grid_s])
thermal = []
for n_cells in (1, 10):
    weight = np.exp(-n_cells*(grid_e - grid_e.min())/kt)
    weight /= weight.sum()
    mean_q, mean_s = (weight*abs(grid_q)).sum(), (weight*grid_s).sum()
    assert abs(mean_s/(g/k*(weight*grid_q**2).sum()) - 1) < 1e-3
    thermal.append((n_cells, mean_q, mean_s))

# ---------- output ----------
print(f"Inputs: a={a} eV/A^2, b={b} eV/A^4, k={k} eV/A^2, g={g} eV/A^3")
print(f"Cell {cell[0]} x {cell[1]} x {cell[2]} A, volume {volume:.2f} A^3")
print(f"Parent oxygen shift {oxygen_shift} A, amplitude s0 = {s0:.4f} A")
print(f"Charges Hf {charge_hf} e, O {charge_o} e; masses {mass_hf}, {mass_o} u")
print(f"Parent symmetry operations in the cell: {len(operations)}")
print(f"Fully symmetric modes: {n_symmetric:.0f}; polar c-axis patterns: {n_polar:.0f}")
print(f"Parent curvatures Q, S: {parent_hessian[0,0]:.3f}, {parent_hessian[1,1]:.3f} eV/A^2")
print(f"Renormalized quartic coefficient B = {B:.3f} eV/A^4")
print(f"Minimum: Q = {q_min:.4f} A, S = {s_min:.4f} A, S/Q = {s_min/q_min:.4f}")
print(f"Energy at minimum = {e_min:.5f} eV per cell")
print(f"  Q quadratic term {-a/2*q_min**2:.4f} eV")
print(f"  Q quartic term   {b/4*q_min**4:.4f} eV")
print(f"  S own cost       {k/2*s_min**2:.4f} eV")
print(f"  coupling term    {-g*q_min**2*s_min:.4f} eV")
print(f"S frozen at 0: Q = {q_alone[0]:.4f} A, energy {e_alone:.5f} eV")
print(f"Q frozen at 0: S = {s_alone[0]:.4f} A")
for a_try, q_try, s_try in scan:
    print(f"Scan a={a_try:.2f} eV/A^2: Q={q_try:.4f} A, S={s_try:.4f} A, S/Q={s_try/q_try:.3f}")
print(f"Powers of a: Q {power_q:.3f}, S {power_s:.3f}; crossover a = {a_cross:.3f} eV/A^2")
print(f"Early growth: Q={q_early:.4f} A, S={s_early:.3e} A, S/Q^2={growth_ratio:.4f} 1/A")
print(f"Final curvatures: {final_values[0]:.3f}, {final_values[1]:.3f} eV/A^2")
print(f"Share of S in the softest final direction: {soft_s_weight:.3f}")
print(f"Relative Hf-O shift {relative_shift:.4f} A; added oxygen shift {s_min/np.sqrt(8):.4f} A")
print(f"Polarization = {polarization:.1f} uC/cm^2")
print(f"Mass-weighted Q, S: {mass_q:.3f}, {mass_s:.3f} A sqrt(u); S/Q = {mass_s/mass_q:.3f}")
print(f"Parent wavenumber of S = {nu_s:.0f} cm^-1")
print(f"S at 250 cm^-1: k={k_rough:.2f} eV/A^2, Q={q_stiff:.4f} A, S={s_stiff:.4f} A, S/Q={s_stiff/q_stiff:.3f}")
print(f"Extended model: Q={q_ext:.4f} A, S={s_ext:.4f} A, S/Q={s_ext/q_ext:.3f}")
print(f"Cubic-parent curvatures Q, T: {cubic_hessian[0,0]:.3f}, {cubic_hessian[1,1]:.3f} eV/A^2")
print(f"Strain inputs: stiffness {stiffness_gpa:.0f} GPa, strain {strain_percent} % at the clamped Q")
print(f"With strain: Q={q_str:.4f} A, S={s_str:.4f} A, strain {e_str:.3f} %, S/Q={s_str/q_str:.3f}")
print(f"Film {film_nm} nm, layer {layer_nm} nm, permittivities {eps_film}, {eps_layer}")
print(f"Depolarizing field at the clamped Q = {depol_field:.3f} MV/cm; added curvature {depol:.3f} eV/A^2")
print(f"With depolarization: Q={q_dep:.4f} A, S={s_dep:.4f} A, S/Q={s_dep/q_dep:.3f}")
print(f"Extended + strain + depolarization: Q={q_all:.4f} A, S={s_all:.4f} A, S/Q={s_all/q_all:.3f}")
print(f"With 1 MV/cm along P: Q={q_fld:.4f} A, S={s_fld:.4f} A, S/Q={s_fld/q_fld:.3f}")
print(f"Thermal energy at {temperature:.0f} K = {kt:.5f} eV")
for n_cells, mean_q, mean_s in thermal:
    print(f"Thermal means, block of {n_cells}: |Q|={mean_q:.4f} A, S={mean_s:.4f} A, ratio={mean_s/mean_q:.3f}")
print("OK")
```

Printed output:

```
Inputs: a=2.0 eV/A^2, b=80.0 eV/A^4, k=2.0 eV/A^2, g=8.0 eV/A^3
Cell 5.1 x 5.1 x 5.2 A, volume 135.25 A^3
Parent oxygen shift 0.26 A, amplitude s0 = 0.7354 A
Charges Hf 5.2 e, O -2.6 e; masses 178.49, 15.999 u
Parent symmetry operations in the cell: 32
Fully symmetric modes: 1; polar c-axis patterns: 2
Parent curvatures Q, S: -2.000, 2.000 eV/A^2
Renormalized quartic coefficient B = 16.000 eV/A^4
Minimum: Q = 0.3536 A, S = 0.5000 A, S/Q = 1.4142
Energy at minimum = -0.06250 eV per cell
  Q quadratic term -0.1250 eV
  Q quartic term   0.3125 eV
  S own cost       0.2500 eV
  coupling term    -0.5000 eV
S frozen at 0: Q = 0.1581 A, energy -0.01250 eV
Q frozen at 0: S = 0.0000 A
Scan a=0.25 eV/A^2: Q=0.1250 A, S=0.0625 A, S/Q=0.500
Scan a=1.00 eV/A^2: Q=0.2500 A, S=0.2500 A, S/Q=1.000
Scan a=2.00 eV/A^2: Q=0.3536 A, S=0.5000 A, S/Q=1.414
Scan a=4.00 eV/A^2: Q=0.5000 A, S=1.0000 A, S/Q=2.000
Powers of a: Q 0.500, S 1.000; crossover a = 1.000 eV/A^2
Early growth: Q=0.0050 A, S=3.334e-05 A, S/Q^2=1.3337 1/A
Final curvatures: 0.370, 21.630 eV/A^2
Share of S in the softest final direction: 0.923
Relative Hf-O shift 0.2165 A; added oxygen shift 0.1768 A
Polarization = 53.3 uC/cm^2
Mass-weighted Q, S: 2.256, 2.000 A sqrt(u); S/Q = 0.887
Parent wavenumber of S = 184 cm^-1
S at 250 cm^-1: k=3.68 eV/A^2, Q=0.2104 A, S=0.0963 A, S/Q=0.458
Extended model: Q=0.3536 A, S=0.3943 A, S/Q=1.115
Cubic-parent curvatures Q, T: 3.883, -1.000 eV/A^2
Strain inputs: stiffness 400 GPa, strain 0.5 % at the clamped Q
With strain: Q=0.3661 A, S=0.5362 A, strain 0.536 %, S/Q=1.465
Film 10.0 nm, layer 0.5 nm, permittivities 30.0, 30.0
Depolarizing field at the clamped Q = 0.956 MV/cm; added curvature 0.345 eV/A^2
With depolarization: Q=0.3217 A, S=0.4139 A, S/Q=1.287
Extended + strain + depolarization: Q=0.3331 A, S=0.3571 A, S/Q=1.072
With 1 MV/cm along P: Q=0.3819 A, S=0.5834 A, S/Q=1.528
Thermal energy at 300 K = 0.02585 eV
Thermal means, block of 1: |Q|=0.3131 A, S=0.4341 A, ratio=1.386
Thermal means, block of 10: |Q|=0.3507 A, S=0.4947 A, ratio=1.410
OK
```
